\section*{Zero-field splitting from mean-field anisotropy energies, with the spin-spin term, part 2}

The problem is to find the tensor $D_{ab}$ of an isolated spin-$S$ multiplet from energies $E(\mathbf n)$ of states polarized along a unit vector $\mathbf n$. Hartree atomic units are used, with Gaussian magnetism: $\mu_B=\alpha/2$, $\alpha$ is the fine-structure constant, and each electron has moment $-g\mu_B\mathbf s$. Two point dipoles a distance $R$ apart on the $z$ axis, in their triplet, have
\begin{equation}
H=\frac{c}{R^3}\left(\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z}\right),\qquad c=g^2\mu_B^2=\frac{g^2\alpha^2}{4}.
\label{pd}
\end{equation}
\begin{equation}
D=-\frac{3c}{2R^3}=-\frac{3g^2\alpha^2}{8R^3}.
\label{pdD}
\end{equation}
For spin-free $H_0$, multiplet energy $E_0$, projectors $\mathcal P$ and $\mathcal Q=1-\mathcal P$, spin-orbit operator $V$ and spin-spin operator $H_{SS}$,
\begin{equation}
H_{\rm eff}=\mathcal PV\mathcal P+\mathcal PH_{SS}\mathcal P-\mathcal PV\frac{\mathcal Q}{H_0-E_0}V\mathcal P .
\label{heff}
\end{equation}
This reduces to $\sum_{ab}D_{ab}S_aS_b$ plus a constant. Principal axis $Z$ has the eigenvalue of largest magnitude, and $0\le E/D\le\frac13$. If $E(\mathbf n)=\mathbf n\cdot M\cdot\mathbf n$ in $|S,S;\mathbf n\rangle$,
\begin{equation}
D_{ab}=\frac{M_{ab}-\frac13\delta_{ab}\operatorname{tr}M}{S(S-\frac12)} .
\label{map}
\end{equation}
The model has $N=2S$ electrons, with parallel spins in the lowest of five real $d$ orbitals (energies $\varepsilon_p$, occupations $n_p$):
\begin{equation}
H_0=\sum_p\varepsilon_pn_p+\tfrac12UN(N-1)-J\mathbf S^2,\qquad V=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i ,
\label{model}
\end{equation}
Spinors $\chi_\pm$ along $\mathbf n$ obey
\begin{equation}
\langle\chi_+|s_a|\chi_-\rangle\langle\chi_-|s_b|\chi_+\rangle=\tfrac14(\delta_{ab}-n_an_b+i\epsilon_{abc}n_c).
\label{flip}
\end{equation}
For excitation $i\to p$, $\Delta=\varepsilon_p-\varepsilon_i$, $\mathbf l_{pi}$ holds the orbital matrix elements, $l_\parallel^2=|\mathbf n\cdot\mathbf l_{pi}|^2$ and $l_\perp^2=|\mathbf l_{pi}|^2-l_\parallel^2$. With $K=2JS$ and $w=1/2S$, the open-to-open ($oo$, ordered pairs) and open-to-empty ($oe$) energies, from the sum over states (ex) or relaxed mean field (mf), are
\begin{align}
E_{oo}&=-\frac{\zeta^2}4\,\frac{l_\perp^2}{\Delta+K},\label{oo}\\
E_{oe}^{\rm ex}&=-\frac{\zeta^2}4\left[\frac{l_\parallel^2}\Delta+l_\perp^2\left(\frac w\Delta+\frac{1-w}{\Delta+K}\right)\right],\label{ex}\\
E_{oe}^{\rm mf}&=-\frac{\zeta^2}4\left[\frac{l_\parallel^2}\Delta+\frac{l_\perp^2}{\Delta+(1-w)K}\right],\label{mf}
\end{align}
By convexity $E^{\rm mf}\ge E^{\rm ex}$. The anisotropy per pair is $-\frac14\zeta^2a\,l_\parallel^2$, with
\begin{align}
a_{oo}&=-\frac1{\Delta+K},\nonumber\\
a^{\rm ex}_{oe}&=(1-w)\left(\frac1\Delta-\frac1{\Delta+K}\right)=\frac{(1-w)K}{\Delta(\Delta+K)},\nonumber\\
a^{\rm mf}_{oe}&=\frac1\Delta-\frac1{\Delta+(1-w)K}=\frac{(1-w)K}{\Delta[\Delta+(1-w)K]} .
\label{aniso}
\end{align}
Excited states of spin $S$ alone give, with $\Lambda_{ab}=\sum_{oe}l_al_b^*/\Delta$ and a prime for the traceless part,
\begin{equation}
D^{\Delta S=0}_{ab}=-\frac{\zeta^2}{4}\,\frac{(S-\frac12)/S}{S(S-\frac12)}\,\Lambda'_{ab}=-\left(\frac\zeta{2S}\right)^2\Lambda'_{ab},
\label{same}
\end{equation}

\section{Model numbers and the spin-spin term}

The results carried over are these. The spin Hamiltonian is $\sum D_{ab}S_aS_b$ with $D_{ab}$ traceless, $D=\frac32D_{ZZ}$ and $|E|=\frac12|D_{XX}-D_{YY}|$. An energy $E(\mathbf n)=\mathbf n\cdot M\cdot\mathbf n$ of the polarized state $|S,S;\mathbf n\rangle$ gives $D_{ab}$ as the traceless part of $M$ divided by $S(S-\frac12)$, equation (\ref{map}). In the $d$-shell model (\ref{model}), with $K=2JS$, $w=1/2S$ and $\Delta=\varepsilon_p-\varepsilon_i$, each orbital pair contributes $-\frac14\zeta^2a|\mathbf n\cdot\mathbf l_{pi}|^2$ to the anisotropy with the coefficients (\ref{aniso}). The spinor identity (\ref{flip}) and the constant $c=g^2\alpha^2/4$ are used again.

The parameters are round model values in hartree: $\varepsilon=0,\,0.02,\,0.035,\,0.08,\,0.11$ for $xy$, $xz$, $yz$, $z^2$, $x^2-y^2$, with $J=0.04$, $U=0.15$ and $\zeta=0.001$. The angular parts $\sqrt2xy$, $\sqrt2xz$, $\sqrt2yz$, $(2z^2-x^2-y^2)/\sqrt6$ and $(x^2-y^2)/\sqrt2$ are quadratic forms $\mathbf r\cdot Q\cdot\mathbf r$ with $\operatorname{tr}Q=0$ and $\operatorname{tr}Q^2=1$. The angular average of a product of two such forms is proportional to $\operatorname{tr}QQ'$, so they are orthogonal and of equal norm. Applying $\mathbf l=-i\,\mathbf r\times\nabla$ gives $l_z(xy)=-i(x^2-y^2)$, $l_z(xz)=iyz$, $l_x(xy)=ixz$, $l_y(xy)=-iyz$, $l_x(yz)=-i(y^2-z^2)$ and $l_y(xz)=-i(z^2-x^2)$. With $y^2-z^2=-\frac12(x^2-y^2)-\frac12(2z^2-x^2-y^2)$ and $z^2-x^2=-\frac12(x^2-y^2)+\frac12(2z^2-x^2-y^2)$ the squared elements are as follows. For $l_z$: 4 for $xy,x^2-y^2$ and 1 for $xz,yz$. For $l_x$: 3 for $yz,z^2$, 1 for $yz,x^2-y^2$ and 1 for $xy,xz$. For $l_y$: 3 for $xz,z^2$, 1 for $xz,x^2-y^2$ and 1 for $xy,yz$. Each pair is linked by at most one Cartesian component, so all tensors are diagonal in $x,y,z$ and are listed as $(xx,yy,zz)$.

For $d^1$ the electron is in $xy$, and (\ref{mf}) with $w=1$ gives $-2.5\times10^{-7}(4/0.11+1/0.02+1/0.035)=-2.873\times10^{-5}$ hartree in every direction. The uncoupled approximation uses orbital energies. The pair interaction in (\ref{model}) is $U-2J\mathbf s_1\cdot\mathbf s_2$, from $\mathbf S^2=\frac34N+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j$, and the one-body constant cancels in differences. The occupied level has no self-interaction, an empty level is shifted by $U\mp J/2$ for parallel or opposite spin, and exchange between orthogonal orbitals vanishes for an interaction that is constant in space. The denominators are $\Delta+0.13$ and $\Delta+0.17$, so along $z$ the energy is $-2.5\times10^{-7}(4/0.24+1/0.19+1/0.205)=-6.702\times10^{-6}$ hartree, against $-6.458\times10^{-6}$ along $x$ and $-6.402\times10^{-6}$ along $y$. This anisotropy of a doublet is spurious, and no prefactor can map it onto a spin Hamiltonian.

For $d^5$, $K=0.20$ and $E(\hat z)$ collects the pairs linked by $l_x$ and $l_y$, each with $1/(K+\Delta)+1/(K-\Delta)$ from its two orderings. The energies, identical in mean field and in the sum over states, are $(-3.08066,-3.01853,-2.72898)\times10^{-5}$ hartree. Their mean is $-2.94272\times10^{-5}$, so $D_{zz}=0.21374\times10^{-5}/5=4.275\times10^{-7}$ and $D=6.412\times10^{-7}$ hartree. With 1 hartree $=219474.63$ cm$^{-1}$ this is $D=0.1407$ cm$^{-1}$, and $E=0.0136$ cm$^{-1}$. Division by $S^2=6.25$ gives $0.1126$ cm$^{-1}$, which is $20\%$ below the correct second-order value, the deficit $1/2S$.

For $d^3$ the open orbitals are $xy,xz,yz$, with $K=0.12$, $w=\frac13$, $(1-w)K=0.08$ and $S(S-\frac12)=1.5$. The open-to-empty gaps are $0.045$ and $0.075$ for $l_x$, $0.06$ and $0.09$ for $l_y$, and $0.11$ for $l_z$. The same-spin part (\ref{same}) has $\Lambda=(3/0.045+1/0.075,\;3/0.06+1/0.09,\;4/0.11)=(80.00,61.11,36.36)$ hartree$^{-1}$, with mean $59.16$, and multiplying the traceless part by $-(0.001/3)^2$ gives $(-2.316,-0.217,2.533)\times10^{-6}$ hartree. The complete open-to-empty channel weights each pair with $a^{\rm ex}=0.08/[\Delta(\Delta+0.12)]$. The sums are $32.32+5.47$, $22.22+4.23$ and $12.65$ hartree$^{-1}$, with mean $25.63$, and multiplying the traceless part by $-2.5\times10^{-7}/1.5$ gives $(-2.027,-0.137,2.164)\times10^{-6}$. For each pair the states of spin $S-1$ oppose the same-spin part, by the sign of $-1/(\Delta+K)$ in (\ref{aniso}), and with these gaps they do so in all three components of the traceless tensor. The second statement is not general, because the pairs are weighted with $1/\Delta$ in one part and with $1/(\Delta+K)$ in the other. With $a^{\rm mf}=0.08/[\Delta(\Delta+0.08)]$ the same steps give $(-2.777,-0.152,2.929)\times10^{-6}$. The open-to-open channel adds $(-0.048,0.131,-0.083)\times10^{-6}$ to both. It is small because the three open pairs all have squared element 1, one for each axis, so that it would be isotropic if the three open levels coincided.

The sum is $D^{SO}=(-2.075,-0.006,2.081)\times10^{-6}$ hartree. The total second-order energies $(-4.33798,-4.02768,-3.71464)\times10^{-5}$ lead to the same place, since their mean is $-4.02677\times10^{-5}$ and $0.31213\times10^{-5}/1.5=2.081\times10^{-6}$. Hence $D=3.121\times10^{-6}$ hartree $=0.685$ cm$^{-1}$ and $E=0.227$ cm$^{-1}$. The ratio $E/D=0.331$ lies next to the limit $\frac13$, where $D_{xx}=-D_{zz}$ and the choice of $Z$, and with it the sign of $D$, changes under a small shift of parameters. The mean-field energies $(-4.08778,-3.66724,-3.23713)\times10^{-5}$ lie above the exact ones, as the convexity argument demands. Divided by $S(S-\frac12)$ they give $D=0.937$ cm$^{-1}$, $37\%$ above the second-order value $0.685$, and divided by $S^2$ they give $0.625$ cm$^{-1}$, $9\%$ below it. For one open-to-empty pair with $r=a^{\rm mf}/a^{\rm ex}$, division by $S(S-\frac12)$ errs by $r-1$ and division by $S^2$ by $1-r(1-w)$, both positive. The second is the smaller when $r(2-w)>2$, which reduces to $K>\Delta$. Here $K$ exceeds every open-to-empty gap, so the wrong prefactor comes closer for each pair, and the numbers above show that it does so for $D$ as well. Agreement obtained with $S^2$ in such a case says nothing about the mapping.

The spin-spin operator generalizes (\ref{pd}) to electrons at $\mathbf r_i,\mathbf r_j$ with $\mathbf r=\mathbf r_i-\mathbf r_j$:
\begin{equation}
H_{SS}=c\sum_{i<j}\sum_{ab}T_{ab}(\mathbf r)\,s_{ia}s_{jb},\qquad T_{ab}=\frac{r^2\delta_{ab}-3r_ar_b}{r^5}.
\label{ss}
\end{equation}
$T_{ab}$ is symmetric and traceless, so (\ref{ss}) is of spin rank 2. At $r=0$ it is defined by excluding a small sphere, over which its angular average vanishes. The contact interaction, proportional to $\delta(\mathbf r)\,\mathbf s_i\cdot\mathbf s_j$, is a spin scalar and shifts the multiplet as a whole. For $r\ne0$, $\partial_a\partial_b\,r^{-1}=-T_{ab}$ by direct differentiation. The part concentrated at the origin must be proportional to $\delta_{ab}\delta(\mathbf r)$ by isotropy, and $\nabla^2r^{-1}=-4\pi\delta(\mathbf r)$ fixes its coefficient as $-4\pi/3$. Because $\partial_{2b}=-\partial_{1b}$ on a function of $\mathbf r_1-\mathbf r_2$,
\begin{equation}
\partial_{1a}\partial_{2b}\frac1{r_{12}}=T_{ab}+\frac{4\pi}3\delta_{ab}\,\delta(\mathbf r_{12}).
\end{equation}
Integrating by parts once for each electron, with two minus signs and no surface terms for bound functions, gives the integrals over real basis functions $\mu,\nu,\kappa,\lambda$ as the traceless part of a Coulomb integral between differentiated products,
\begin{equation}
(\mu\nu|T_{ab}|\kappa\lambda)=\left[\iint\frac{\partial_a(\mu\nu)(1)\,\partial_b(\kappa\lambda)(2)}{r_{12}}\right]' .
\label{ints}
\end{equation}

Now average (\ref{ss}) in a determinant of spin orbitals $\varphi_p\chi_{\sigma_p}$, with real $\varphi_p$, $\sigma_p=\pm1$ and quantization along $\mathbf n$. The Slater-Condon rule for a pair operator gives one half of the sum over ordered pairs of direct minus exchange terms:
\begin{align}
E^{SS}=\frac c2\sum_{pq}\sum_{ab}\Big[&(pp|T_{ab}|qq)\,\langle\sigma_p|s_a|\sigma_p\rangle\langle\sigma_q|s_b|\sigma_q\rangle\nonumber\\
&-(pq|T_{ab}|qp)\,\langle\sigma_p|s_a|\sigma_q\rangle\langle\sigma_q|s_b|\sigma_p\rangle\Big].
\end{align}
The direct spin factor is $\sigma_p\sigma_qn_an_b/4$. The exchange factor for equal spins is $n_an_b/4$. For opposite spins it does not vanish, because $s_a$ flips spins, and it is given by (\ref{flip}) or its complex conjugate. The spatial integral inherits the symmetry and the zero trace of $T_{ab}$, so $\delta_{ab}$ and $\epsilon_{abc}n_c$ drop out in the sum over $a,b$ and $-n_an_b/4$ remains. In both cases the factor is again $\sigma_p\sigma_qn_an_b/4$. Expanding $\varphi_p=\sum_\mu C_{\mu p}\mu$, the sums over $p$ and $q$ each produce the spin density matrix $P_{\mu\nu}=\sum_p\sigma_pC_{\mu p}C_{\nu p}=P^\alpha_{\mu\nu}-P^\beta_{\mu\nu}$. In the direct term $p$ supplies $\mu,\nu$ and $q$ supplies $\kappa,\lambda$. In the exchange term $p$ supplies $\mu,\lambda$ and $q$ supplies $\nu,\kappa$. Thus
\begin{align}
E^{SS}(\mathbf n)&=\frac c8\sum_{ab}n_an_b\,G_{ab},\nonumber\\
G_{ab}&=\sum_{\mu\nu\kappa\lambda}(P_{\mu\nu}P_{\kappa\lambda}-P_{\mu\lambda}P_{\kappa\nu})(\mu\nu|T_{ab}|\kappa\lambda).
\label{ess}
\end{align}

A high-spin restricted open-shell determinant is annihilated by $S_+$, since every $\beta$ orbital has its $\alpha$ partner occupied, so it is $|S,S;\mathbf n\rangle$ and (\ref{map}) applies to (\ref{ess}) with no further approximation. $G_{ab}$ is already traceless. With $c/8=g^2\alpha^2/32$ and $32S(S-\frac12)=16S(2S-1)$,
\begin{equation}
D^{SS}_{ab}=\frac{g^2\alpha^2}{16\,S(2S-1)}\,G_{ab},
\label{mm}
\end{equation}
which is the McWeeny-Mizuno formula for a determinant. Its denominator is the factor $S(S-\frac12)$, and $S(2S-1)=N(N-1)/2$ is the number of pairs among $N=2S$ unpaired electrons. Doubly occupied orbitals cancel in $P$. The terms with $p=q$ cancel between direct and exchange parts, so $G_{ab}=0$ for a restricted doublet, in agreement with the zero of the prefactor. No relaxation enters at first order, and the difficulty with spin-flip determinants does not arise. The remaining approximation is the determinant itself, since for a correlated state the pair distribution of the spins does not factorize into products of $P$. To the order kept in (\ref{heff}) the two contributions add, $D_{ab}=D^{SO}_{ab}+D^{SS}_{ab}$.

For a triplet with open orbitals $u,v$, $G_{ab}=2[(uu|T_{ab}|vv)-(uv|T_{ab}|vu)]=2\langle\psi|T_{ab}|\psi\rangle$ with $\psi=[u(1)v(2)-v(1)u(2)]/\sqrt2$, and (\ref{mm}) reads $D_{ab}=\frac c2\langle\psi|T_{ab}|\psi\rangle$. For two points on the $z$ axis $T_{zz}=-2/R^3$, so $D=\frac32D_{zz}=-3c/2R^3$, which is (\ref{pdD}). With $g\approx2.002319$ and $\alpha\approx7.29735\times10^{-3}$, both carried to more digits than shown, $c=5.337493\times10^{-5}$, and at $R=14$ bohr $D=-3c/(2\cdot14^3)=-2.917726\times10^{-8}$ hartree. Two hydrogen atoms at that distance, with one STO-3G function each and both functions occupied by parallel spins, have $P$ equal to the inverse overlap matrix, and (\ref{mm}) with the analytic integrals (\ref{ints}) gives the same seven figures. The reason is that $T_{ab}$, a derivative of $1/r$, is harmonic away from the origin, so its average over a spherical density equals its value at the centre as long as the two densities do not overlap.

In the $d$-shell model, with a common Gaussian radial function of exponent $1.5$ bohr$^{-2}$, the spin-spin tensor vanishes to rounding error for both $d^3$ and $d^5$, although the ligand field has low symmetry. At first order $H_{SS}$ sees the orbitals and not their energies. For $d^3$ the matrix $P$ projects on the span of $xy,xz,yz$, which is carried into itself by the cyclic permutation of the axes and by the reflections $x\to-x$, $y\to-y$, $z\to-z$. The permutation makes $G_{xx}=G_{yy}=G_{zz}$, which the zero trace turns into zero, and the reflections remove the off-diagonal elements. For $d^5$, $P$ projects on the whole shell and is invariant under every rotation. The total for $d^3$ is therefore the spin-orbit tensor. For $S=\frac32$ the pair $M=\frac32,-\frac12$ has diagonal elements $D(M^2-\frac54)=\pm D$ and is coupled by $\frac E2\langle\frac32|S_+^2|{-\frac12}\rangle=\frac E2\cdot\sqrt3\cdot2=\sqrt3E$, and likewise its time-reversed partner. The two Kramers doublets are separated by $2\sqrt{D^2+3E^2}=2\sqrt{0.6850^2+3\cdot0.2270^2}=1.580$ cm$^{-1}$. Diagonalizing $H_0+V+H_{SS}$ among all three-electron determinants of the shell gives $1.631$ cm$^{-1}$. The second-order value is $3\%$ below the diagonalized one. The truncation in (\ref{heff}) is the one approximation separating the two, and the size is comparable with $\zeta$ over the smallest gap, $0.001/0.045$.

A molecule with a nonzero tensor is triplet CH$_2$, treated by restricted open-shell Hartree-Fock in the cc-pVDZ basis at a round geometry near equilibrium, with bond length $2.03$ bohr and angle $134^\circ$. The molecule lies in the $yz$ plane with $z$ the twofold axis, so $y$ is the H$\cdots$H direction, and the energy is $-38.921365$ hartree. Contracting the analytic integrals (\ref{ints}) with the density of the two open orbitals gives $G=(-0.11062,0.17561,-0.06500)$ bohr$^{-3}$. The determinant energies are $cG/8$, for instance $5.337493\times10^{-5}\times0.17561/8=1.172\times10^{-6}$ hartree along $y$, and division by $S(S-\frac12)=\frac12$ gives $D^{SS}=(-1.4760,2.3433,-0.8673)\times10^{-6}$ hartree. The axis $Z$ is $y$, and
\begin{align}
D&=\tfrac32\times2.3433\times10^{-6}=3.515\times10^{-6}\ \text{hartree}=0.77\ \text{cm}^{-1},\nonumber\\
E&=\tfrac12(1.4760-0.8673)\times10^{-6}=3.04\times10^{-7}\ \text{hartree}=0.067\ \text{cm}^{-1}.
\end{align}
Division by $S^2=1$ would give $0.39$ and $0.033$ cm$^{-1}$, half of these. For $S=1$ the Cartesian matrices $(S_a)_{cd}=-i\epsilon_{acd}$ give $(S_aS_b)_{cd}=\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc}$, so the spin Hamiltonian is the matrix $-D_{dc}$ and the three levels lie at $-2.3433$, $0.8673$ and $1.4760\times10^{-6}$ hartree. These numbers are the spin-spin part alone, the spin-orbit part of this molecule not having been computed. The digits beyond the second belong to the cc-pVDZ basis: in cc-pVTZ $G=(-0.1100,0.1743,-0.0643)$ bohr$^{-3}$, and $D$ falls by about $0.7\%$, from $0.771$ to $0.766$ cm$^{-1}$, while $E$ stays at $0.067$ cm$^{-1}$.

A one-centre picture suggests why $y$ is singled out. If the open orbitals were pure carbon $p_x$ and $p_z$ with one radial function, $\psi$ would be proportional to $x_1z_2-z_1x_2$, which is invariant under rotations about $y$, giving $E=0$, and which vanishes when $\mathbf r_{12}$ lies along $y$, where $T_{yy}$ is negative. That this picture accounts for the sign of $D$ and for the small ratio $E/D=0.087$ is a conjecture.

The unrestricted determinant, with energy $-38.926693$ hartree and $\langle\mathbf S^2\rangle=2.0158$, gives $D=1.00$ cm$^{-1}$ and $E=0.073$ cm$^{-1}$ when its $P$ is put into (\ref{mm}), so $D$ is $29\%$ above the restricted value. In cc-pVTZ the values are $D=0.995$ and $E=0.072$ cm$^{-1}$, and the excess is $30\%$. Equation (\ref{ess}) is still the exact average in that determinant, but the determinant is not a member of one multiplet. Write it as $\sqrt{1-\eta^2}\,|S\rangle+\eta|S'\rangle$ with a normalized contaminant of higher spin and the same projection. $\mathbf S^2$ has no element between different spins, so $\langle\mathbf S^2\rangle$ moves at order $\eta^2$. The rank-2 operator $H_{SS}$ can connect $S$ with $S+1$ and $S+2$, so $E^{SS}$ can move at order $\eta$, through a term that is no part of $\mathcal PH_{SS}\mathcal P$. If the contaminant were pure quintet, $\eta^2=0.0158/(6-2)$ and $\eta\approx0.06$. A value of $\langle\mathbf S^2\rangle$ close to $S(S+1)$ therefore does not limit the error of (\ref{mm}) to the same relative size. How much of the $29\%$ comes from this cross term, and how much from a change of the triplet component itself, is not determined by these numbers.
